**One resistor removed from a square grid: direct solution of Kirchhoff's equations**

For neighbouring nodes of an infinite square grid of resistors $R$, the effective resistance is $R/2$ with the direct resistor in place and $R$ after its removal. On a periodic patch of $N\times N$ nodes the values are $(R/2)(1-1/N^2)$ and $R(N^2-1)/(N^2+1)$. The program deletes the resistor, solves the network again, and asserts both formulas for $N=3, 6, 20$ and $80$. It also asserts the equal division of current at a single source and the common factor $2N^2/(N^2+1)$ by which all surviving currents grow at fixed total current. Finite sheets with open and shorted rims are asserted to bracket the two limits, with deviations that fall roughly fourfold when the sheet size doubles. The parallel rule is asserted on networks with unequal directions, with vias, and with the removed resistor on an open rim. For a copper mesh with $R=0.200\ \Omega$, the output shows a rise from $0.100\ \Omega$ to $0.200\ \Omega$ in the ideal limit, and a factor of 2.75 instead of 2 for a segment on the rim.

## Numerical verification

```python
"""Neighbouring nodes A, B of an infinite square grid of resistors R:
effective resistance R/2 with the direct resistor, exactly R without it.
The infinite grid is the limit of an N x N periodic patch, for which
    before = (R/2)(1 - 1/N^2),   after = R (N^2 - 1)/(N^2 + 1).
Kirchhoff's equations are solved directly and compared with these results.
Network resistances are in units of R until the copper mesh example.
"""
import numpy as np
from scipy.constants import mu_0
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def potentials(n, a, b, res, injected):
    """Node potentials for injected currents; the last node is grounded."""
    g = 1.0 / res
    rows = np.concatenate([a, b, a, b])
    cols = np.concatenate([a, b, b, a])
    vals = np.concatenate([g, g, -g, -g])
    lap = coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsc()
    v = np.zeros(n)
    v[:-1] = spsolve(lap[:-1, :-1], injected[:-1],
                     permc_spec="MMD_AT_PLUS_A")
    return v


def remove_edge(net, k):
    """Solve with unit current across edge k, with and without that edge."""
    n, a, b, res = net
    inj = np.zeros(n)
    inj[a[k]], inj[b[k]] = 1.0, -1.0
    v0 = potentials(n, a, b, res, inj)
    keep = np.arange(len(a)) != k
    v1 = potentials(n, a[keep], b[keep], res[keep], inj)
    return v0[a[k]] - v0[b[k]], v1[a[k]] - v1[b[k]], v0, v1


def periodic(N, ratio_y=1.0):
    idx = np.arange(N * N).reshape(N, N)
    a = np.concatenate([idx.ravel(), idx.ravel()])
    b = np.concatenate([np.roll(idx, -1, 0).ravel(),
                        np.roll(idx, -1, 1).ravel()])
    res = np.concatenate([np.ones(N * N), ratio_y * np.ones(N * N)])
    return N * N, a, b, res


def two_layers(N, via):
    """x lines on one layer, y lines on the other, a via at each crossing."""
    n, a, b, res = periodic(N)
    a, b = a.copy(), b.copy()
    a[n:] += n
    b[n:] += n
    low = np.arange(n)
    return (2 * n, np.concatenate([a, low]), np.concatenate([b, low + n]),
            np.concatenate([res, via * np.ones(n)]))


def sheet(m, shorted=False):
    """Finite sheet of m x (m+1) nodes, rim open or joined to one node."""
    idx = np.arange(m * (m + 1)).reshape(m, m + 1)
    a = np.concatenate([idx[:-1].ravel(), idx[:, :-1].ravel()])
    b = np.concatenate([idx[1:].ravel(), idx[:, 1:].ravel()])
    n = idx.size
    if shorted:
        label = idx.copy()
        label[0, :] = label[-1, :] = -1
        label[:, 0] = label[:, -1] = -1
        uniq, inv = np.unique(label.ravel(), return_inverse=True)
        inv = inv.ravel()
        a, b, n = inv[a], inv[b], len(uniq)
    centre = (m // 2 - 1) * (m + 1) + m // 2
    rim = (m // 2 - 1) * (m + 1)
    return (n, a, b, np.ones(len(a))), centre, rim


# Periodic patches: source symmetry, both resistances, current factor
print("Periodic patch: N, before/R, after/R, current factor")
for N in (3, 6, 20, 80):
    net = periodic(N)
    n, a, b, res = net
    inj = -np.ones(n) / n
    inj[0] += 1.0
    v = potentials(n, a, b, res, inj)
    four = v[0] - v[[N, (N - 1) * N, 1, N - 1]]
    assert np.allclose(four, (1 - 1 / N**2) / 4, atol=1e-9)
    before, after, v0, v1 = remove_edge(net, 0)
    assert abs(before - 0.5 * (1 - 1 / N**2)) < 1e-9
    assert abs(after - (N**2 - 1) / (N**2 + 1)) < 1e-9
    d0, d1 = (v0[a] - v0[b])[1:], (v1[a] - v1[b])[1:]
    factor = np.dot(d0, d1) / np.dot(d0, d0)
    assert np.allclose(d1, factor * d0, atol=1e-9)
    assert abs(factor - 2 * N**2 / (N**2 + 1)) < 1e-8
    print(f"  {N:3d}  {before:.6f}  {after:.6f}  {factor:.6f}")
N_big = N
near0 = v0[0] - v0[[N, (N - 1) * N, 1, N - 1]]
near1 = v1[0] - v1[[(N - 1) * N, 1, N - 1]]
assert abs(near1.sum() - 1) < 1e-9

# Different distant edges must bracket and approach the same limits
print("Finite sheet, central resistor: m, rim, before/R, after/R")
errors = {}
for m in (50, 100):
    for shorted in (False, True):
        net, centre, rim = sheet(m, shorted)
        before, after = remove_edge(net, centre)[:2]
        sign = -1 if shorted else 1
        errors[m, shorted] = sign * np.array([before - 0.5, after - 1])
        assert np.all(errors[m, shorted] > 0)
        assert np.all(errors[m, shorted] < 5e-3)
        name = "shorted" if shorted else "open"
        print(f"  {m:3d}  {name:7s}  {before:.6f}  {after:.6f}")
for shorted in (False, True):
    ratio = errors[50, shorted] / errors[100, shorted]
    assert np.all((ratio > 3.5) & (ratio < 4.6))
    print(f"  error ratio m=50 to m=100, shorted={shorted}: "
          f"{ratio[0]:.2f} before, {ratio[1]:.2f} after")

# Copper power mesh, rough typical dimensions and properties
pitch, width, thick = 20e-6, 2e-6, 1e-6
rho = 2.0e-8
current = 10e-3
R = rho * pitch / (width * thick)
area_cm2 = width * thick * 1e4
print("Copper mesh example (rough typical inputs)")
print(f"  pitch {pitch*1e6:.0f} um, width {width*1e6:.0f} um, "
      f"thickness {thick*1e6:.0f} um")
print(f"  effective resistivity at 20 C: {rho*1e8:.1f} uOhm cm")
print(f"  segment resistance R: {R:.3f} Ohm")
print(f"  limit before: {R/2:.3f} Ohm; after: {R*0.5/(1-0.5):.3f} Ohm")
print(f"  test current: {current*1e3:.0f} mA")
print(f"  drop before: {current*R/2*1e3:.2f} mV; "
      f"after: {current*R*1e3:.2f} mV")
print(f"  segment currents at A from N={N_big} patch, in mA:")
print(f"    direct, before: {near0[0]*current*1e3:.2f}")
print(f"    opposite: {near0[1]*current*1e3:.2f} before, "
      f"{near1[0]*current*1e3:.2f} after")
print(f"    each side: {near0[2]*current*1e3:.2f} before, "
      f"{near1[1]*current*1e3:.2f} after")
j0 = near0.max() * current / area_cm2 / 1e6
j1 = near1.max() * current / area_cm2 / 1e6
print(f"  largest current density at A: {j0:.3f} MA/cm2 before, "
      f"{j1:.3f} MA/cm2 after")

# Network effects left out of the ideal grid, at two mesh sizes
ratio_y, via_ohm = 1.2, 0.02
results = {}
for size in (40, 80):
    open_net, centre, rim = sheet(size)
    cases = {"crossing lines +20 %": (periodic(size, ratio_y), 0),
             "vias at crossings": (two_layers(size, via_ohm / R), 0),
             "segment on open rim": (open_net, rim)}
    for name, (net, k) in cases.items():
        before, after = remove_edge(net, k)[:2]
        assert abs(after - before / (1 - before)) < 1e-8
        results[name, size] = np.array([before, after])
print(f"Neglected network effects (via {via_ohm:.2f} Ohm), mesh size 80")
shift = 0.0
for name in cases:
    r0, r1 = results[name, 80]
    shift = max(shift, np.max(abs(results[name, 80] - results[name, 40])))
    print(f"  {name}: {r0*R:.4f} Ohm before, {r1*R:.4f} Ohm after, "
          f"ratio {r1/r0:.3f}")
assert shift < 1e-2
print(f"  largest shift from size 40 to 80: {shift*R*1e3:.2f} mOhm")

# Temperature and self-heating, with rough material values
tcr, hot, cold = 0.0039, 105.0, 20.0
R_hot = R * (1 + tcr * (hot - cold))
print(f"Temperature coefficient: {tcr:.4f} per K")
print(f"  at {hot:.0f} C: {R_hot/2:.3f} Ohm before, "
      f"{R_hot:.3f} Ohm after")
depth, k_diel = 5e-6, 0.5
power = (near0[0] * current)**2 * R
rise = power * depth / (k_diel * width * pitch)
print(f"  dielectric: {depth*1e6:.0f} um thick, {k_diel:.1f} W/(m K)")
print(f"  direct segment before: {power*1e6:.2f} uW, rise {rise:.2f} K, "
      f"R change {100*tcr*rise:.2f} %")


def bar_inductance(points):
    """Partial self-inductance: mean inverse distance over the bar volume."""
    x, w = np.polynomial.legendre.leggauss(points)
    x, w = (x + 1) / 2, w / 2
    p = 2 * (1 - x) * w
    s, u, t = np.meshgrid(pitch * x, width * x, thick * x, indexing="ij")
    mean = np.einsum("i,j,k,ijk->", p, p, p, 1 / np.sqrt(s*s + u*u + t*t))
    return mu_0 / (4 * np.pi) * pitch**2 * mean


L_coarse, L_bar = bar_inductance(40), bar_inductance(80)
assert abs(L_coarse / L_bar - 1) < 2e-3
print(f"Segment partial inductance: {L_bar*1e12:.1f} pH")
print(f"  quadrature shift, 40 to 80 points: "
      f"{100*abs(L_coarse/L_bar-1):.4f} %")
print(f"  reactance equals R at {R/(2*np.pi*L_bar)/1e9:.1f} GHz")
print("verified")
```

It prints:

```
Periodic patch: N, before/R, after/R, current factor
    3  0.444444  0.800000  1.800000
    6  0.486111  0.945946  1.945946
   20  0.498750  0.995012  1.995012
   80  0.499922  0.999688  1.999688
Finite sheet, central resistor: m, rim, before/R, after/R
   50  open     0.500212  1.000847
   50  shorted  0.499773  0.999093
  100  open     0.500054  1.000215
  100  shorted  0.499944  0.999777
  error ratio m=50 to m=100, shorted=False: 3.93 before, 3.94 after
  error ratio m=50 to m=100, shorted=True: 4.07 before, 4.07 after
Copper mesh example (rough typical inputs)
  pitch 20 um, width 2 um, thickness 1 um
  effective resistivity at 20 C: 2.0 uOhm cm
  segment resistance R: 0.200 Ohm
  limit before: 0.100 Ohm; after: 0.200 Ohm
  test current: 10 mA
  drop before: 1.00 mV; after: 2.00 mV
  segment currents at A from N=80 patch, in mA:
    direct, before: 5.00
    opposite: 1.37 before, 2.73 after
    each side: 1.82 before, 3.63 after
  largest current density at A: 0.250 MA/cm2 before, 0.182 MA/cm2 after
Neglected network effects (via 0.02 Ohm), mesh size 80
  crossing lines +20 %: 0.1058 Ohm before, 0.2245 Ohm after, ratio 2.123
  vias at crossings: 0.1065 Ohm before, 0.2276 Ohm after, ratio 2.138
  segment on open rim: 0.1273 Ohm before, 0.3505 Ohm after, ratio 2.753
  largest shift from size 40 to 80: 0.39 mOhm
Temperature coefficient: 0.0039 per K
  at 105 C: 0.133 Ohm before, 0.266 Ohm after
  dielectric: 5 um thick, 0.5 W/(m K)
  direct segment before: 5.00 uW, rise 1.25 K, R change 0.49 %
Segment partial inductance: 12.5 pH
  quadrature shift, 40 to 80 points: 0.0000 %
  reactance equals R at 2.5 GHz
verified
```
